# Why Electrons and Positrons Scatter Differently from a Bare Nucleus: test program

```python
"""
Electron and positron scattering from a bare point charge, Dirac theory.

Results under test (Hartree atomic units, c = speed of light):
  delta_kappa(Z) + delta_kappa(-Z) = pi*(|kappa| - gamma)   (modulo pi)
  sigma/sigma_R = 1 - beta^2 s^2 + pi*a*beta*s*(1-s) + higher orders in a
Symbols: Z > 0 electron, Z < 0 positron; a = Z/c; beta = speed/c;
nu = a/beta; mu = c^2/E with E the total energy; k = wave number;
gamma = sqrt(kappa^2 - a^2); s = sin(theta/2);
sigma_R = nu^2/(4 k^2 s^4) is Rutherford's cross section.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.special import eval_legendre, loggamma, digamma

C = 1.0 / constants.fine_structure
HARTREE_KEV = constants.value("Hartree energy in eV") / 1000.0
BOHR = constants.value("Bohr radius")
BARN_PER_BOHR2 = BOHR**2 / 1e-28
LMAX = 400


def kinematics(Z, kinetic):
    energy = kinetic + C**2
    k = np.sqrt(kinetic * (kinetic + 2 * C**2)) / C
    beta = C * k / energy
    a = Z / C
    return k, beta, a, a / beta, C**2 / energy


def s_matrix(Z, kinetic, kappa):
    """Closed formula for exp(2 i delta_kappa)."""
    k, beta, a, nu, mu = kinematics(Z, kinetic)
    kappa = np.asarray(kappa, dtype=float)
    size = np.abs(kappa)
    gamma = np.sqrt(size**2 - a**2)
    defect = a**2 / (size + gamma)
    parity = np.where(kappa < 0, -1.0, 1.0)
    gamma_phase = 2 * np.imag(loggamma(gamma + 1 - 1j * nu))
    return (parity * (kappa - 1j * nu * mu) / (gamma - 1j * nu)
            * np.exp(1j * (gamma_phase + np.pi * defect)))


def s_matrix_integrated(Z, kinetic, kappa):
    """exp(2 i delta_kappa) by integrating the radial Dirac equation."""
    k, beta, a, nu, mu = kinematics(Z, kinetic)
    up = (kinetic + 2 * C**2) / (C * k)
    down = kinetic / (C * k)

    def radial(x, y):
        G, F = y
        return [-kappa * G / x + (up + a / x) * F,
                kappa * F / x - (down + a / x) * G]

    gamma = np.sqrt(kappa**2 - a**2)
    start = [a, gamma + kappa] if kappa > 0 else [gamma - kappa, -a]
    x_end = 60.0
    sol = solve_ivp(radial, (1e-6, x_end), start, method="DOP853",
                    rtol=1e-11, atol=1e-14)
    assert sol.success
    G, F = sol.y[:, -1]
    w = F / np.sqrt(kinetic) + 1j * G / np.sqrt(kinetic + 2 * C**2)
    w /= abs(w)
    # outgoing solution of the same equations as a series in 1/x
    p, q = 1.0 + 0j, 0.0 + 0j
    A, B = p, q
    for n in range(18):
        q = ((kappa + 1j * nu * mu) * p + (n - 2j * nu) * q) / 2j
        p = -(kappa - 1j * nu * mu) * q / (n + 1)
        A += p / x_end**(n + 1)
        B += q / x_end**(n + 1)
    wave = np.exp(1j * (x_end + nu * np.log(x_end)))
    A, B = A * wave, B * wave
    coef = (w * np.conj(A) - np.conj(w) * np.conj(B)) / (abs(A)**2 - abs(B)**2)
    ell = kappa if kappa > 0 else -kappa - 1
    return (coef / abs(coef))**2 * np.exp(1j * (np.pi * ell - 2 * nu * np.log(2)))


def angular_sum(coef, theta, order):
    """Sum of coef_l P_l (order 0) or coef_l P_l^1 (order 1), theta > 0.
    The series is multiplied three times by (1 - cos theta) to converge."""
    x = np.cos(theta)
    coef = np.asarray(coef)
    for _ in range(3):
        l = np.arange(len(coef) - 1)
        previous = np.concatenate(([0.0], coef[:-2]))
        coef = (coef[:-1] - (l + 1 + order) / (2 * l + 3) * coef[1:]
                - (l - order) / (2 * l - 1) * previous)
    l = np.arange(len(coef))
    basis = eval_legendre(l, x)
    if order == 1:
        lower = eval_legendre(np.maximum(l - 1, 0), x)
        basis = l * (lower - x * basis) / np.sin(theta)
    return np.sum(coef * basis) / (1 - x)**3


def amplitudes(Z, kinetic, theta):
    k = kinematics(Z, kinetic)[0]
    l = np.arange(LMAX + 1)
    s_up = s_matrix(Z, kinetic, -(l + 1))
    s_down = s_matrix(Z, kinetic, np.maximum(l, 1))
    f = angular_sum((l + 1) * s_up + l * s_down, theta, 0) / (2j * k)
    g = angular_sum((s_up - s_down) * (l > 0), theta, 1) / (2j * k)
    return f, g


def rutherford(Z, kinetic, theta):
    k, beta, a, nu, mu = kinematics(Z, kinetic)
    return nu**2 / (4 * k**2 * np.sin(theta / 2)**4)


def relative_sigma(Z, kinetic, theta):
    f, g = amplitudes(Z, kinetic, theta)
    return (abs(f)**2 + abs(g)**2) / rutherford(Z, kinetic, theta)


def born_from_projectors(kinetic, theta):
    """Spin-averaged overlap of free Dirac spinors before and after."""
    k = kinematics(1, kinetic)[0]
    energy = kinetic + C**2
    sx = np.array([[0, 1], [1, 0]], dtype=complex)
    sz = np.diag([1.0, -1.0]).astype(complex)

    def projector(angle):
        spin = np.sin(angle) * sx + np.cos(angle) * sz
        H = C * k * np.kron(sx, spin) + C**2 * np.kron(sz, np.eye(2))
        return (np.eye(4) + H / energy) / 2

    return np.trace(projector(theta) @ projector(0.0)).real / 2


T = 20000.0
angles = [30, 60, 90, 120, 150]
k, beta, a20, nu20, mu = kinematics(20, T)
print(f"speed of light c = {C:.4f} a.u.")
print(f"kinetic energy = {T:.0f} hartree = {T * HARTREE_KEV:.1f} keV")
print(f"wave number k = {k:.3f} 1/bohr, beta = {beta:.5f}, mu = {mu:.5f}")
print(f"Z=20: a = {a20:.5f}, nu = {nu20:.5f}; Z=80: a = {80 / C:.5f}")

# Phase shifts: integration against closed formula, and their sum rule
worst_s = worst_sum = 0.0
print("Z=20 phase shifts modulo pi, integrated (rad):")
print("T/hartree kappa  electron  positron  sum  pi(|kappa|-gamma)")
for kinetic in (2000.0, T):
    for kappa in (-1, 1, -2):
        se = s_matrix_integrated(20, kinetic, kappa)
        sp = s_matrix_integrated(-20, kinetic, kappa)
        worst_s = max(worst_s, abs(se - s_matrix(20, kinetic, kappa)),
                      abs(sp - s_matrix(-20, kinetic, kappa)))
        total = np.angle(se * sp) / 2
        rule = np.pi * (abs(kappa) - np.sqrt(kappa**2 - a20**2))
        worst_sum = max(worst_sum, abs(total - rule))
        print(f"{kinetic:7.0f} {kappa:3d} {np.angle(se) / 2:9.5f} "
              f"{np.angle(sp) / 2:9.5f} {total:8.5f} {rule:8.5f}")
assert worst_s < 1e-6
assert worst_sum < 1e-6
print(f"largest error: S formula {worst_s:.1e}, sum rule {worst_sum:.1e} rad")

# Angular sums, Rutherford from odd phases, Born factor from spinors
l = np.arange(LMAX + 1)
safe = np.maximum(l, 1)
worst_series = worst_ruth = 0.0
for degrees in angles:
    th = np.radians(degrees)
    s, c_half = np.sin(th / 2), np.cos(th / 2)
    pairs = [
        (angular_sum(np.ones(LMAX + 1), th, 0), 1 / (2 * s)),
        (angular_sum((2 * l + 1) * digamma(l + 1), th, 0), -1 / (2 * s**2)),
        (angular_sum((l > 0) / (safe * (safe + 1)), th, 1), (1 - s) / c_half),
        (angular_sum((l > 0) * (2 * l + 1) / (safe * (safe + 1)), th, 1),
         c_half / s)]
    worst_series = max(worst_series, max(abs(u - v) for u, v in pairs))
    for sign in (1, -1):
        s_coulomb = np.exp(2j * np.imag(loggamma(l + 1 - 1j * sign * nu20)))
        f_coulomb = angular_sum((2 * l + 1) * s_coulomb, th, 0) / (2j * k)
        ratio = abs(f_coulomb)**2 / rutherford(20, T, th)
        worst_ruth = max(worst_ruth, abs(ratio - 1))
    assert abs(born_from_projectors(T, th) - (1 - beta**2 * s**2)) < 1e-12
assert worst_series < 1e-7
assert worst_ruth < 1e-7
print(f"largest error of the four angular sums = {worst_series:.1e}")
print(f"odd Coulomb phases, both signs: |sigma/sigma_R-1| < {worst_ruth:.1e}")

# Small charge: isolate even-phase amplitudes and the odd cross-section term
Zs = 0.5
a_small = Zs / C
print(f"Z={Zs}: full sum divided by leading formula")
print("angle/deg  Delta f   Delta g   odd term  even part")
for degrees in angles:
    th = np.radians(degrees)
    s, c_half = np.sin(th / 2), np.cos(th / 2)
    fe, ge = amplitudes(Zs, T, th)
    fp, gp = amplitudes(-Zs, T, th)
    unit = np.pi * a_small**2 / (4 * k)
    ratio_f = np.real(fe + np.conj(fp)) / 2 / (unit * (1 - s) / s)
    ratio_g = np.real(ge + np.conj(gp)) / 2 / (-unit * (1 - s) / c_half)
    e, p = relative_sigma(Zs, T, th), relative_sigma(-Zs, T, th)
    ratio_odd = (e - p) / 2 / (np.pi * a_small * beta * s * (1 - s))
    ratio_even = (e + p) / 2 / born_from_projectors(T, th)
    print(f"{degrees:5d} {ratio_f:11.6f} {ratio_g:9.6f} "
          f"{ratio_odd:9.6f} {ratio_even:9.6f}")
    # neglected terms are of relative order a^2, with numerical factors
    for value in (ratio_f, ratio_g, ratio_odd, ratio_even):
        assert abs(value - 1) < 5e-3

# Worked example
for Z in (20, 80):
    print(f"Z={Z}: cross sections divided by Rutherford")
    print("angle/deg Born  e- full  e+ full  e-/e+  e- leading  e+ leading")
    for degrees in angles:
        th = np.radians(degrees)
        s = np.sin(th / 2)
        born = 1 - beta**2 * s**2
        odd = np.pi * Z / C * beta * s * (1 - s)
        e, p = relative_sigma(Z, T, th), relative_sigma(-Z, T, th)
        print(f"{degrees:5d} {born:8.4f} {e:8.4f} {p:8.4f} {e / p:7.4f} "
              f"{born + odd:8.4f} {born - odd:8.4f}")
        assert e > p
        if Z == 20 and degrees <= 60:
            assert e > born > p

th = np.radians(60)
ruth = rutherford(20, T, th)
print("Z=20, 60 deg, absolute cross sections:")
for name, factor in (("Rutherford", 1.0),
                     ("electron", relative_sigma(20, T, th)),
                     ("positron", relative_sigma(-20, T, th))):
    value = factor * ruth
    print(f"  {name}: {value:.4e} bohr^2/sr = "
          f"{value * BARN_PER_BOHR2:.4f} barn/sr")

# Slow particles: the two cross sections come together
slow_beta = kinematics(1, 1.0)[1]
slow_e, slow_p = relative_sigma(1, 1.0, th), relative_sigma(-1, 1.0, th)
assert abs(slow_e / slow_p - 1) < 1e-3
print(f"Z=1, 1 hartree, 60 deg: beta = {slow_beta:.5f}, "
      f"e-/e+ - 1 = {slow_e / slow_p - 1:.2e}")
print("finished without a failed check")
```

Printed output:

```
speed of light c = 137.0360 a.u.
kinetic energy = 20000 hartree = 544.2 keV
wave number k = 247.589 1/bohr, beta = 0.87493, mu = 0.48426
Z=20: a = 0.14595, nu = 0.16681; Z=80: a = 0.58379
Z=20 phase shifts modulo pi, integrated (rad):
T/hartree kappa  electron  positron  sum  pi(|kappa|-gamma)
   2000  -1   0.18776  -0.15412  0.03364  0.03364
   2000   1  -0.11114   0.14478  0.03364  0.03364
   2000  -2  -0.14546   0.16222  0.01675  0.01675
  20000  -1   0.07096  -0.03732  0.03364  0.03364
  20000   1  -0.00964   0.04328  0.03364  0.03364
  20000  -2  -0.08342   0.10017  0.01675  0.01675
largest error: S formula 9.4e-11, sum rule 8.9e-11 rad
largest error of the four angular sums = 2.6e-11
odd Coulomb phases, both signs: |sigma/sigma_R-1| < 2.0e-12
Z=0.5: full sum divided by leading formula
angle/deg  Delta f   Delta g   odd term  even part
   30    1.000033  1.000006  1.000000  1.000010
   60    1.000025  1.000016  1.000021  1.000021
   90    1.000009  1.000017  1.000036  1.000028
  120    0.999974  1.000017  1.000054  1.000029
  150    0.999803  1.000016  1.000119  1.000026
Z=20: cross sections divided by Rutherford
angle/deg Born  e- full  e+ full  e-/e+  e- leading  e+ leading
   30   0.9487   1.0406   0.8870  1.1732   1.0257   0.8718
   60   0.8086   0.9394   0.7322  1.2830   0.9089   0.7083
   90   0.6173   0.7330   0.5572  1.3156   0.7003   0.5342
  120   0.4259   0.4971   0.3958  1.2560   0.4724   0.3793
  150   0.2858   0.3137   0.2821  1.1119   0.2990   0.2726
Z=80: cross sections divided by Rutherford
angle/deg Born  e- full  e+ full  e-/e+  e- leading  e+ leading
   30   0.9487   1.2714   0.8318  1.5286   1.2565   0.6409
   60   0.8086   1.7534   0.6695  2.6189   1.2098   0.4075
   90   0.6173   1.8822   0.5218  3.6073   0.9496   0.2849
  120   0.4259   1.4874   0.4021  3.6993   0.6121   0.2397
  150   0.2858   0.9077   0.3239  2.8027   0.3386   0.2330
Z=20, 60 deg, absolute cross sections:
  Rutherford: 1.8157e-06 bohr^2/sr = 50.8446 barn/sr
  electron: 1.7056e-06 bohr^2/sr = 47.7624 barn/sr
  positron: 1.3294e-06 bohr^2/sr = 37.2276 barn/sr
Z=1, 1 hartree, 60 deg: beta = 0.01032, e-/e+ - 1 = 1.17e-04
finished without a failed check
```
